# Compton profiles of hydrogenic shells and the impulse approximation, part 1

(Sections cited here and not found follow in the second part.)

A hard x-ray photon of given energy that scatters through a given angle from a free electron at rest hands it a definite momentum $\mathbf k$ and therefore a definite energy $k^2/2$. An electron bound in an atom is not at rest. If it has momentum $\mathbf p$ before the collision and the collision is too fast for the nucleus to act, the energy it takes up is $(\mathbf p+\mathbf k)^2/2-p^2/2=k^2/2+\mathbf k\cdot\mathbf p$, and the sharp line spreads into a band whose shape is the distribution of the component of $\mathbf p$ along $\mathbf k$. This shape is the Compton profile. For a hydrogenic atom one can ask in what sense the picture of a sudden collision is true, and what the shape is for the ground state and for the higher shells.

Hartree atomic units are used, the nucleus is a fixed point charge $Z$, the electron is non-relativistic, and $H=p^2/2+V$ with $V=-Z/r$. In lowest order in the term of the coupling quadratic in the vector potential, the cross-section per unit solid angle and energy is the Thomson factor times the ratio of scattered to incident photon frequency times the dynamic structure factor. Only the last factor is studied here; the frequency ratio varies across the band and must be divided out of measured data. With $\mathbf k$ along $z$ and an initial state $\psi$ of energy $E$,

$$S(k,\omega)=\sum_f|\langle f|e^{ikz}|\psi\rangle|^2\,\delta(\omega-E_f+E)=\langle\psi|e^{-ikz}\,\delta(\omega-H+E)\,e^{ikz}|\psi\rangle ,$$

where the second form uses the completeness of the eigenstates $f$ of $H$. Since $p_z(e^{ikz}g)=e^{ikz}(p_z+k)g$ and $V$ commutes with $e^{ikz}$, we have $e^{-ikz}He^{ikz}=H+kp_z+k^2/2$, and the same conjugation carries through any function of $H$. Define $q=\omega/k-k/2$, so that $\omega-k^2/2=kq$, and use $\delta(kx)=\delta(x)/k$. Then, exactly,

$$kS=\langle\psi|\,\delta(q-A)\,|\psi\rangle,\qquad A=p_z+\frac{H-E}{k}.$$

The impulse approximation drops the last term of $A$. With $\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi\,d^3r$ and $\rho=|\phi|^2$, it gives

$$kS\approx J(q)=\int\rho(\mathbf p)\,\delta(q-p_z)\,d^3p .$$

The operator $H-E$ is unbounded, so dropping it needs an estimate. The Fourier transforms of the two distributions in $q$ are $\langle e^{isA}\rangle$ and $\langle e^{isp_z}\rangle$. Differentiating the product $e^{i(s-u)A}e^{iup_z}$ with respect to $u$ gives $e^{i(s-u)A}(-iA+ip_z)e^{iup_z}=-(i/k)e^{i(s-u)A}(H-E)e^{iup_z}$, and integrating from $0$ to $s$ gives

$$\langle e^{isA}\rangle-\langle e^{isp_z}\rangle=\frac ik\int_0^s du\,\langle\psi|e^{i(s-u)A}(H-E)e^{iup_z}|\psi\rangle .$$

The operator $e^{iup_z}$ shifts: $(e^{iup_z}\psi)(\mathbf r)=\psi(\mathbf r+u\hat{\mathbf z})$. The kinetic energy commutes with the shift and $\tfrac12p^2\psi=(E-V)\psi$, so $(H-E)e^{iup_z}\psi=[V(\mathbf r)-V(\mathbf r+u\hat{\mathbf z})]\,\psi(\mathbf r+u\hat{\mathbf z})$. The neglected term is the decrease of potential energy along the displacement, which is the work done by the Coulomb force over the shift and would vanish if no force acted on the electron. Shifting the integration variable back and using the triangle inequality, the norm of this function is at most $Z\|\psi/|\mathbf r-u\hat{\mathbf z}|\|+Z\|\psi/r\|$. Both terms are bounded by Hardy's inequality. With $\mathbf x=\mathbf r-\mathbf a$ for any point $\mathbf a$,

$$0\le\int\Big|\nabla\psi+\frac{\mathbf x\,\psi}{2x^2}\Big|^2=\int|\nabla\psi|^2+\frac12\int\frac{\mathbf x}{x^2}\cdot\nabla|\psi|^2+\frac14\int\frac{|\psi|^2}{x^2}.$$

In three dimensions $\nabla\cdot(\mathbf x/x^2)=3/x^2-2/x^2=1/x^2$, and the surface term on a small sphere of radius $\epsilon$ about $\mathbf a$ is of order $\epsilon^2/\epsilon$ and vanishes, so the middle term equals $-\tfrac12\int|\psi|^2/x^2$. Hence $\|\psi/x\|\le2\|\nabla\psi\|$. Because $e^{i(s-u)A}$ is unitary, the Schwarz inequality gives

$$|\langle e^{isA}\rangle-\langle e^{isp_z}\rangle|\le\frac{4Z\|\nabla\psi\|\,|s|}{k}.$$

For 1s, $\psi=(Z^3/\pi)^{1/2}e^{-Zr}$ has $|\nabla\psi|=Z\psi$, and the bound is $4Z^2|s|/k$. If $g(q)=\int\hat g(s)e^{isq}ds$ is a smooth weight, such as an instrumental resolution function, then $|\int g\,(kS-J)\,dq|\le(4Z\|\nabla\psi\|/k)\int|s\,\hat g(s)|\,ds$, which tends to zero. This proves convergence of averages; by itself it does not prove convergence of the values at each $q$. The right side is an upper limit, not the size of the error. The profile has a width of order $\|\nabla\psi\|$, so values $|s|\sim1/\|\nabla\psi\|$ resolve it, and the bound is then small when $k\gg Z$.

The moments of $A$ in the 1s state show where the first error enters. Since $(H-E)\psi=0$, $A\psi=p_z\psi=-i\partial_z\psi=iZ\cos\theta\,\psi$. Then $\langle A\rangle=iZ\langle\cos\theta\rangle=0$ and $\langle A^2\rangle=\|A\psi\|^2=Z^2\langle\cos^2\theta\rangle=Z^2/3$, both independent of $k$ and equal to the moments of $p_z$. The third moment is $\langle p_z\psi|A|p_z\psi\rangle=\langle p_z^3\rangle+\langle p_z\psi|H-E|p_z\psi\rangle/k$. The first term is zero because $\rho$ is even (and falls as $p^{-8}$, as found below, so the integral exists). In the second, $\cos\theta\,\psi$ has the 1s radial function with $l=1$, so $H-E$ leaves only the centrifugal term $l(l+1)/2r^2=1/r^2$. With $\langle r^{-2}\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$,

$$\langle A^3\rangle=\frac{Z^2}{k}\cdot\frac13\cdot2Z^2=\frac{2Z^4}{3k}.$$

The exact profile is skewed at order $1/k$ while $J$ is even. Parity fixes the symmetry of each order. Write $F(q;k)=\langle\delta(q-A_k)\rangle$ for either sign of $k$. The parity operator turns $A_k$ into $-p_z+(H-E)/k=-A_{-k}$ and leaves the 1s state unchanged, so $F(q;k)=F(-q;-k)$. If $F=J+F_1/k+F_2/k^2+\dots$ holds at $q$ and $-q$, with the same coefficient functions for both signs of $k$, then $F_1$ is odd and $F_2$ is even in $q$. That such an expansion exists is not proved here; it is examined numerically below.

For an isotropic $\rho$ the integral over the plane $p_z=q$ is done in polar coordinates with $p^2=q^2+p_\perp^2$ and $p_\perp dp_\perp=p\,dp$:

$$J(q)=2\pi\int_{|q|}^\infty p\,\rho(p)\,dp .$$

The 1s momentum function follows from the angular integral $\int e^{-i\mathbf p\cdot\mathbf r}d\Omega_r=4\pi\sin(pr)/pr$:

$$\int e^{-i\mathbf p\cdot\mathbf r}e^{-Zr}d^3r=\frac{4\pi}{p}\,\mathrm{Im}\int_0^\infty r\,e^{-(Z-ip)r}dr=\frac{4\pi}{p}\,\mathrm{Im}\frac{(Z+ip)^2}{(Z^2+p^2)^2}=\frac{8\pi Z}{(p^2+Z^2)^2}.$$

The prefactors $(2\pi)^{-3/2}(Z^3/\pi)^{1/2}=Z^{3/2}/(2\sqrt2\,\pi^2)$ give $\phi=2\sqrt2\,Z^{5/2}/[\pi(p^2+Z^2)^2]$. It is convenient to write $p_0$ for the momentum scale, here $p_0=Z$, and $P=p^2+p_0^2$, so that $\rho=8p_0^5/(\pi^2P^4)$. With $p\,dp=dP/2$,

$$J(q)=\frac{8p_0^5}{\pi}\int_{q^2+p_0^2}^\infty\frac{dP}{P^4}=\frac{8p_0^5}{3\pi(q^2+p_0^2)^3}=\frac{8}{3\pi p_0\,(1+q^2/p_0^2)^3}.$$

For hydrogen, $p_0=1$, this is $J_1(q)=8/[3\pi(1+q^2)^3]$, with $J_1(0)=0.848826$ a.u. The substitution $q=p_0\tan\alpha$ gives $\int J\,dq=(8/3\pi)\int_{-\pi/2}^{\pi/2}\cos^4\alpha\,d\alpha=(8/3\pi)(3\pi/8)=1$ and $\int q^2J\,dq=p_0^2(8/3\pi)\int\sin^2\alpha\cos^2\alpha\,d\alpha=p_0^2(8/3\pi)(\pi/8)=p_0^2/3$, in agreement with $\langle A^2\rangle$. Half height requires $(1+q^2/p_0^2)^3=2$, so the full width at half maximum is $2p_0\sqrt{2^{1/3}-1}$. The Fourier transform of $J$ is $\langle e^{isp_z}\rangle=\int\psi(\mathbf r)\psi(\mathbf r+s\hat{\mathbf z})d^3r$, the overlap of the orbital with its shifted copy; the program tests this for $Z=1$ at three values of $s$. The wing $J\propto q^{-6}$ extends to all negative $q$, whereas the true continuum starts at $\omega=Z^2/2$, that is at $q=Z^2/2k-k/2$, with only discrete lines below. The estimate above does not control the values of $J$ near that edge, and below it a smooth curve cannot reproduce the discrete lines.

The higher shells are reached through the Schrödinger equation in momentum space. The same angular integral gives $\int e^{-i\mathbf p\cdot\mathbf r}e^{-\lambda r}r^{-1}d^3r=(4\pi/p)\,\mathrm{Im}(\lambda-ip)^{-1}=4\pi/(p^2+\lambda^2)$, so the transform of $V$ is $-4\pi Z/p^2$ as $\lambda\to0$. The product $V\psi$ becomes a convolution with the factor $(2\pi)^{-3}$. For a bound state let $p_0$ now be defined by $E=-p_0^2/2$. Then $\tfrac12(p^2+p_0^2)\phi=(4\pi Z/8\pi^3)\int\phi'|\mathbf p-\mathbf p'|^{-2}d^3p'$, or

$$P\,\phi(\mathbf p)=\frac{Z}{\pi^2}\int\frac{\phi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p' .$$

Fock's stereographic projection maps $\mathbf p$ to the four-vector $\xi=(2p_0\mathbf p,\;p_0^2-p^2)/P$. It lies on the unit sphere $S^3$ because $4p_0^2p^2+(p_0^2-p^2)^2=P^2$. For two points, $|\xi-\xi'|^2=2-2\xi\cdot\xi'$, and

$$PP'(1-\xi\cdot\xi')=PP'-(p_0^2-p^2)(p_0^2-p'^2)-4p_0^2\,\mathbf p\cdot\mathbf p'=2p_0^2(p^2+p'^2)-4p_0^2\,\mathbf p\cdot\mathbf p',$$

so that

$$|\xi-\xi'|^2=\frac{4p_0^2\,|\mathbf p-\mathbf p'|^2}{PP'} .$$

Letting $\mathbf p'\to\mathbf p$ shows that every small length is stretched by the same factor $2p_0/P$ whatever its direction, so the volume element of the sphere is $d\Omega=(2p_0/P)^3d^3p$. Define $\Psi$ by $\phi=4p_0^{5/2}\Psi/P^2$. Inserting the three relations and cancelling $4p_0^{5/2}$,

$$\frac{\Psi}{P}=\frac{Z}{\pi^2}\int\frac{\Psi'}{P'^2}\cdot\frac{4p_0^2}{PP'|\xi-\xi'|^2}\cdot\frac{P'^3}{8p_0^3}\,d\Omega' .$$

All powers of $P$ and $P'$ cancel:

$$\Psi(\xi)=\frac{Z}{2\pi^2p_0}\int\frac{\Psi(\xi')}{|\xi-\xi'|^2}\,d\Omega' .$$

The kernel depends only on the distance between the two points, so the equation is invariant under all rotations of four-dimensional space. The cancellation rests on the kernel $|\mathbf p-\mathbf p'|^{-2}$, that is on the pure $1/r$ potential. Also $|\Psi|^2d\Omega=(P^4|\phi|^2/16p_0^5)(8p_0^3/P^3)d^3p=P|\phi|^2d^3p/2p_0^2$, so $\Psi$ is square integrable for any state of finite kinetic energy.

The equation is solved by harmonic polynomials in $x=(x_1,\dots,x_4)$. The homogeneous polynomials of degree $j$ form a space $\mathcal P_j$ of dimension $\binom{j+3}{3}$, the number of monomials. Give it the inner product in which monomials are orthogonal and $x_1^{a_1}\cdots x_4^{a_4}$ has squared norm $a_1!\cdots a_4!$. Then $\partial_i$ is the adjoint of multiplication by $x_i$, and the Laplacian $\Delta$ is the adjoint of multiplication by $|x|^2$. The kernel of $\Delta$ is thus the orthogonal complement of $|x|^2\mathcal P_{j-2}$, so $\mathcal P_j=\mathcal H_j\oplus|x|^2\mathcal P_{j-2}$ with $\mathcal H_j$ the harmonic polynomials. Multiplication by $|x|^2$ annihilates no polynomial, so

$$\dim\mathcal H_j=\binom{j+3}{3}-\binom{j+1}{3}=\frac{(j+1)\,[(j+3)(j+2)-j(j-1)]}{6}=(j+1)^2=n^2,\qquad n=j+1 .$$

On the sphere $|x|^2=1$, so repeated decomposition writes every polynomial as a sum of harmonic ones; polynomials are dense on $S^3$ by the Stone–Weierstrass theorem, and the harmonics are therefore complete. Harmonics of different degree are orthogonal: Green's identity in the unit ball gives $0=\int(h_j^*\partial_rh_{j'}-h_{j'}\partial_rh_j^*)d\Omega=(j'-j)\int h_j^*h_{j'}d\Omega$.

Let $Y_a$, $a=1,\dots,n^2$, be any orthonormal basis of $\mathcal H_j$ on the sphere, and $K_j(\xi,\xi')=\sum_aY_a(\xi)Y_a^*(\xi')$. A rotation preserves degree, harmonicity and $d\Omega$, so it mixes the $Y_a$ by a unitary matrix and leaves $K_j$ unchanged. Hence $K_j(\xi,\xi)$ is the same at every point. Its integral is $n^2$, and the sphere has volume $\int\sin^2\chi\,d\chi\,d\Omega_2=4\pi\cdot\pi/2=2\pi^2$, where $\chi$ is the angle from the fourth axis. Therefore

$$\sum_a|Y_a(\xi)|^2=\frac{n^2}{2\pi^2}.$$

For the eigenvalue the full kernel is needed. Put $\xi'$ on the fourth axis. Then $K_j$ is a harmonic polynomial invariant under rotations of the first three coordinates, so it has the form $\sum_mc_mx_4^{j-2m}\sigma^m$ with $\sigma=x_1^2+x_2^2+x_3^2$. Since the three-dimensional Laplacian of $\sigma^m$ is $2m(2m+1)\sigma^{m-1}$, harmonicity reads $(2m+2)(2m+3)c_{m+1}=-(j-2m)(j-2m-1)c_m$, and $c_0$ fixes all coefficients: such a polynomial is unique up to a factor. One is supplied by the kernel itself. In four dimensions the radial Laplacian is $R^{-3}\partial_R(R^3\partial_R)$, which annihilates $R^{-2}$, so $|x-\xi'|^{-2}$ is harmonic for $|x|<1$. With $x=t\xi$ and $\xi\cdot\xi'=\cos\gamma$,

$$\frac1{|t\xi-\xi'|^2}=\frac1{(1-te^{i\gamma})(1-te^{-i\gamma})}=\sum_jt^j\sum_{m=0}^je^{i(j-2m)\gamma}=\sum_jt^jU_j(\cos\gamma),$$

which expands the kernel in functions $U_j$ of $\cos\gamma$. So far the impulse approximation has been justified for smooth averages over $q$, the 1s profile found and the bound-state equation carried to the sphere $S^3$; the eigenvalues, the profiles of the higher shells and the numerical comparisons remain.
